\section*{Does biorthogonality fix the PAW projectors uniquely?}

\section*{Question}

In the projector augmented-wave (PAW) method, the projectors $p_i$ and the smooth partial waves $\tilde\phi_j$ satisfy
\[
\langle p_i|\tilde\phi_j\rangle=\delta_{ij}.
\]
I took this to define the projectors: once the smooth partial waves are chosen, the $p_i$ follow. A colleague objects that I may add to each $p_i$ any function orthogonal to all the $\tilde\phi_j$. He adds that this is harmless, because it changes results only for states outside the span of the partial waves.

Is he right on both counts? In particular, if an eigenstate lies inside the span, is its computed energy safe from such a change?

\section*{Answer}

Your colleague is right about the freedom. He is right about its consequences as long as the smooth function is \emph{given}. When the smooth function is found by solving the usual PAW eigenvalue problem, the second claim fails: the energy of a state inside the span can move. The reason is that an eigenvalue problem also compares the state with its neighbours, some of which lie outside the span, and the one-centre energy expression used in that problem gives those neighbours energies that differ from the true ones and depend on the projectors. The eigenvalue problem built from the full transformation does not have this defect, as long as the transformation stays invertible.

\subsection*{Setting and conventions}

Take one atom, a fixed spherical potential $v(r)$ and the $s$ channel. I use atomic units and real radial functions $u(r)=rR(r)$ with $u(0)=0$, so that $\langle f|g\rangle=\int_0^\infty fg\,dr$. The true partial waves obey
\[
H\phi_j=\varepsilon_j\phi_j,\qquad H=-\tfrac12\frac{d^2}{dr^2}+v,\qquad j=1,\dots,N .
\]
Each $\tilde\phi_j$ equals $\phi_j$ for $r\ge r_c$ and joins it with equal value and slope. The $\tilde\phi_j$ are linearly independent inside the sphere $r<r_c$. A smooth potential $\tilde v$ equals $v$ outside. All projectors vanish outside. ``In the span'' means that, inside the sphere, a function equals $\sum_jc_j\tilde\phi_j$.

\subsection*{How much freedom there is}

Let $p_i$ and $p_i'$ both be biorthogonal to the $\tilde\phi_j$, and let $q_i=p_i'-p_i$. Subtracting the two conditions gives
\[
\langle q_i|\tilde\phi_j\rangle=\delta_{ij}-\delta_{ij}=0\quad\text{for all }j .
\]
Conversely, adding any such $q_i$, confined to the sphere, preserves biorthogonality. Each projector is a function subject to just $N$ linear conditions, so infinitely many directions stay free. To produce one, take any function $g$ confined to the sphere and form
\begin{equation}
q=g-\sum_jp_j\langle\tilde\phi_j|g\rangle .
\label{q}
\end{equation}
Then $\langle\tilde\phi_k|q\rangle=\langle\tilde\phi_k|g\rangle-\sum_j\delta_{kj}\langle\tilde\phi_j|g\rangle=0$.

Your belief becomes true if the projectors must also lie in a prescribed $N$-dimensional space, spanned by $f_1,\dots,f_N$. Writing $p_i=\sum_kf_kC_{ki}$ and $M_{jk}=\langle\tilde\phi_j|f_k\rangle$, biorthogonality reads $MC=1$. If $M$ is invertible, $C=M^{-1}$ is the unique solution. The choice of space is thus a separate input.

\subsection*{A given smooth function}

The PAW transformation rebuilds the true wave from the smooth one:
\begin{equation}
T=1+\sum_i|\Delta\phi_i\rangle\langle p_i|,\qquad \Delta\phi_i=\phi_i-\tilde\phi_i .
\label{T}
\end{equation}
Replacing $p_i$ by $p_i+q_i$ changes the rebuilt wave by
\begin{equation}
(T'-T)\tilde\psi=\sum_i\Delta\phi_i\,\langle q_i|\tilde\psi\rangle .
\label{change}
\end{equation}
If $\tilde\psi=\sum_jc_j\tilde\phi_j$ in the sphere, every overlap $\langle q_i|\tilde\psi\rangle$ vanishes and nothing changes. Being outside the span is therefore necessary for a change. It is not sufficient, since a function outside the span may still be orthogonal to the $q_i$.

For energies, PAW calculations normally use a one-centre form instead of the full operator $T^\dagger HT$. Define the sphere integrals
\[
h(f,g)=\int_0^{r_c}\!\left(\tfrac12f'g'+vfg\right)dr,\qquad
\tilde h(f,g)=\int_0^{r_c}\!\left(\tfrac12f'g'+\tilde vfg\right)dr ,
\]
and the corrections
\[
dH_{ij}=h(\phi_i,\phi_j)-\tilde h(\tilde\phi_i,\tilde\phi_j),\qquad
dO_{ij}=\int_0^{r_c}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,dr .
\]
The one-centre Hamiltonian and overlap are
\begin{equation}
\tilde H=-\tfrac12\frac{d^2}{dr^2}+\tilde v+\sum_{ij}|p_i\rangle dH_{ij}\langle p_j|,\qquad
\tilde S=1+\sum_{ij}|p_i\rangle dO_{ij}\langle p_j| .
\label{onecentre}
\end{equation}

To compare this with the full operator, set $a_i=\langle p_i|\tilde\psi\rangle$ and split $\tilde\psi=\tilde\phi_a+\rho$ in the sphere, where $\tilde\phi_a=\sum_ia_i\tilde\phi_i$ and $\rho$ is the remainder. With $\phi_a=\sum_ia_i\phi_i$, the rebuilt wave is $\phi_a+\rho$. The sphere parts of the two energies are
\begin{align}
\text{full:}\quad&h(\phi_a+\rho,\phi_a+\rho)=h(\phi_a,\phi_a)+2h(\phi_a,\rho)+h(\rho,\rho),\nonumber\\
\text{one-centre:}\quad&\tilde h(\tilde\phi_a+\rho,\tilde\phi_a+\rho)+h(\phi_a,\phi_a)-\tilde h(\tilde\phi_a,\tilde\phi_a)\nonumber\\
&=h(\phi_a,\phi_a)+2\tilde h(\tilde\phi_a,\rho)+\tilde h(\rho,\rho).
\label{compare}
\end{align}
Outside the sphere both forms use the same function and potential. For $\rho=0$ they agree, and both give the true energy for any biorthogonal projectors. The same argument with $h$ and $\tilde h$ replaced by plain overlap integrals covers the norm. For $\rho\ne0$ the two forms in general differ already at \emph{first} order in $\rho$. This is harmless for a given function in the span, but it can matter once the function is varied. Whether it does depends on the projectors: for the special choice (\ref{choice}) found below, the energy quotient stays stationary at each $\tilde\phi_j$.

\subsection*{Solving with the full operator}

Consider $T^\dagger HT\tilde\psi=E\,T^\dagger T\tilde\psi$, that is, $T^\dagger(H-E)T\tilde\psi=0$. If $T$ is invertible, so is $T^\dagger$, and the equation is equivalent to $(H-E)\psi=0$ with $\psi=T\tilde\psi$. The eigenvalues are the true ones whatever the projectors. This assumes a complete basis for $\tilde\psi$. In a finite basis the trial functions are $T$ applied to that basis, so the levels are upper bounds to the true ones, and their basis error depends on the projectors.

Invertibility can be read off a small matrix. From $\psi=\tilde\psi+\sum_j\Delta\phi_ja_j$ and biorthogonality,
\[
\langle p_i|\psi\rangle=a_i+\sum_j\bigl(\langle p_i|\phi_j\rangle-\delta_{ij}\bigr)a_j=\sum_jG_{ij}a_j,\qquad G_{ij}=\langle p_i|\phi_j\rangle .
\]
If $\det G\ne0$, this determines the $a_j$, and then $\tilde\psi=\psi-\sum_j\Delta\phi_ja_j$. Adding $q_i$ changes $G_{ij}$ by $\langle q_i|\phi_j\rangle$, which in general is not zero, so an unlucky addition can make $T$ singular.

Here the smooth eigenfunction obeys your colleague's rule. If $T^{-1}\psi$ is in the span, $T'$ maps it to the same $\psi$, so $T'^{-1}\psi=T^{-1}\psi$. A change in the smooth function requires it to be outside the span.

\subsection*{Solving with the one-centre form}

Define the amount by which $\tilde\phi_j$ fails to solve the equation with $\tilde v$ alone:
\begin{equation}
\chi_j=\left(\varepsilon_j+\tfrac12\frac{d^2}{dr^2}-\tilde v\right)\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle .
\label{chi}
\end{equation}
It vanishes outside the sphere, where $\tilde\phi_j=\phi_j$ and $\tilde v=v$. Integrating the kinetic terms by parts, with all functions zero at the origin,
\begin{align*}
h(\phi_i,\phi_j)&=\tfrac12\phi_i(r_c)\phi_j'(r_c)+\varepsilon_j\int_0^{r_c}\phi_i\phi_j\,dr,\\
\tilde h(\tilde\phi_i,\tilde\phi_j)&=\tfrac12\tilde\phi_i(r_c)\tilde\phi_j'(r_c)+\int_0^{r_c}\tilde\phi_i(\varepsilon_j\tilde\phi_j-\chi_j)\,dr .
\end{align*}
The boundary terms are equal because values and slopes match. Subtraction leaves
\begin{equation}
dH_{ij}=\varepsilon_j\,dO_{ij}+B_{ij}.
\label{dH}
\end{equation}
Now apply the one-centre equation to $\tilde\phi_j$, using $\langle p_k|\tilde\phi_j\rangle=\delta_{kj}$:
\begin{equation}
(\tilde H-\varepsilon_j\tilde S)\tilde\phi_j=-\chi_j+\sum_ip_i\,(dH_{ij}-\varepsilon_jdO_{ij})=-\chi_j+\sum_ip_iB_{ij}.
\label{residual}
\end{equation}
This holds for every biorthogonal set. Its overlap with any $\tilde\phi_k$ is $-B_{kj}+B_{kj}=0$. Biorthogonality therefore secures the energy value $\varepsilon_j$ and its stationarity under variations within the span. It does not make the right-hand side vanish as a function.

For that, we need $\chi_j=\sum_ip_iB_{ij}$ for all $j$. If $B$ is invertible, the solution is
\begin{equation}
p_i=\sum_j\chi_j(B^{-1})_{ji}.
\label{choice}
\end{equation}
It is biorthogonal, since $\langle\tilde\phi_k|p_i\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}$. So, for a given smooth potential $\tilde v$, the projectors do become unique, but through the demand that every $\tilde\phi_j$ solve the one-centre equation at its own energy. Since $\chi_j$ contains $\tilde v$, another choice of $\tilde v$ inside the sphere gives other projectors that meet the same demand; the $\tilde\phi_j$ alone still do not fix them.

\subsection*{The energy shift}

Start from (\ref{choice}) and change one projector, $p_1'=p_1+\lambda q$, with $q$ as in (\ref{q}). Equation (\ref{residual}) gives
\begin{equation}
(\tilde H'-\varepsilon_1\tilde S')\tilde\phi_1=\lambda B_{11}q .
\label{newres}
\end{equation}
If $B_{11}\ne0$, $\tilde\phi_1$ is no longer an eigenfunction, although its energy expectation value is still $\varepsilon_1$. Suppose $\varepsilon_1$ was the lowest level and $\tilde S'$ is positive. The lowest eigenvalue is the minimum of the energy quotient, and a function reaching that minimum must be an eigenfunction. Since $\tilde\phi_1$ has the quotient $\varepsilon_1$ without being one, the new lowest level lies strictly below $\varepsilon_1$.

For small $\lambda$ the shift can be calculated. Let $A=\tilde H-\varepsilon_1\tilde S$ with the old projectors, so $A\tilde\phi_1=0$, and let $D_{ij}=dH_{ij}-\varepsilon_1dO_{ij}$, a symmetric matrix with $D_{11}=B_{11}$. With $w=\sum_jD_{1j}p_j$,
\[
\tilde H'-\varepsilon_1\tilde S'=A+\lambda\bigl(|q\rangle\langle w|+|w\rangle\langle q|\bigr)+\lambda^2D_{11}|q\rangle\langle q| ,\qquad \langle w|\tilde\phi_1\rangle=B_{11}.
\]
Take $\phi_1$ normalized, so $\langle\tilde\phi_1|\tilde S|\tilde\phi_1\rangle=\langle\phi_1|\phi_1\rangle=1$, and assume the level is nondegenerate. Expand the eigenfunction as $\tilde\phi_1+\lambda\eta+\lambda^2\zeta+\dots$ and the shift as $\delta=\lambda\delta_1+\lambda^2\delta_2+\dots$. The first order reads
\[
A\eta+B_{11}q-\delta_1\tilde S\tilde\phi_1=0 .
\]
Its overlap with $\tilde\phi_1$ gives $\delta_1=0$, because $A\tilde\phi_1=0$ and $\langle\tilde\phi_1|q\rangle=0$. Hence $\eta=-B_{11}\mathcal Gq$, where $\mathcal Gq$ denotes the solution $x$ of $Ax=q$ with $\langle\tilde\phi_1|\tilde S|x\rangle=0$. The second order reads
\[
A\zeta+q\langle w|\eta\rangle+w\langle q|\eta\rangle+D_{11}q\langle q|\tilde\phi_1\rangle-\delta_2\tilde S\tilde\phi_1=0 .
\]
In the overlap with $\tilde\phi_1$, the first, second and fourth terms vanish. What remains is $\delta_2=B_{11}\langle q|\eta\rangle$, so
\begin{equation}
\delta=-\lambda^2B_{11}^2\langle q|\mathcal G|q\rangle+O(\lambda^3).
\label{shift}
\end{equation}
For the lowest level, $\langle q|\mathcal G|q\rangle=\langle x|A|x\rangle>0$, which agrees with the downward shift found above.

\subsection*{Hydrogen as a test case}

Hydrogen with a fixed point nucleus, treated nonrelativistically, has known levels and no self-consistent potential to confuse the issue. I take $r_c=0.80$~\AA\ and the normalized 1s and 2s functions as partial waves. Inside the sphere, $\phi_j/r$ is replaced by its third-order Taylor polynomial in $r^2$ about $r_c^2$, and $-1/r$ by its second-order one. The original projectors are (\ref{choice}). The added $q$ comes from $g=r(1-r^2/r_c^2)^2$ and is scaled to the norm of $p_1$; $\lambda=0.2$. This is a deliberately visible change, and the sizes below belong to this $q$. An accompanying program checks the formulas numerically.

On its radial grid there are 22 nodes inside the sphere and two biorthogonality conditions on each projector, which leaves 20 free directions.

\paragraph{Given functions.} For the mixture $0.8\,\tilde\phi_1+0.6\,\tilde\phi_2$, the hydrogen levels give
\[
0.64(-13.6057)+0.36(-3.4014)=-9.9322\ \text{eV}.
\]
The one-centre form gives $-9.9322$~eV with either projector set. For the smooth function $r\exp(-r^2/2\sigma^2)$ with $\sigma=0.5$~\AA, which lies outside the span, the energy moves from $-10.370$ to $-10.454$~eV. Combining it with a second Gaussian, $\sigma=0.3$~\AA, so that the sum is orthogonal to $q$, gives a function still outside the span whose energy is $-10.444$~eV with both sets. This is the case in which leaving the span has no effect.

\paragraph{Eigenvalues.} In eV:
\begin{center}
\begin{tabular}{lrrr}
 & 1s & 2s & 3s\\
hydrogen levels & $-13.606$ & $-3.401$ & $-1.512$\\
full operator, new $p$ & $-13.606$ & $-3.401$ & $-1.512$\\
one-centre, old $p$ & $-13.606$ & $-3.401$ & $-1.512$\\
one-centre, new $p$ & $-14.305$ & $-3.501$ & $-1.542$
\end{tabular}
\end{center}
The full operator keeps all three levels. Its small determinant, $\det G$, goes from 1.359 to 1.507, safely away from zero. Because just one row of $G$ changes, and linearly in $\lambda$, the determinant would vanish near
\[
\lambda=-\frac{1.359\times0.2}{1.507-1.359}\approx-1.8 ,
\]
where the argument for unchanged levels breaks down. At $\lambda=0.2$, the smooth 1s function is unchanged to rounding error, while the smooth 3s function, which is not in the span, changes by $1.1\times10^{-5}$ in norm.

The one-centre form behaves differently. Its 1s level falls by 0.699~eV, although $\tilde\phi_1$ is itself one of the partial waves and still has the expectation value $-13.606$~eV. What has changed is the residual (\ref{newres}). With $B_{11}=-4.742$~eV and $\|q\|=16.295$, its norm is
\[
0.2\times4.742\times16.295=15.45\ \text{eV},
\]
where it was zero before. The smallest eigenvalue of the new overlap is 0.969, so the overlap is positive and the variational argument applies.

Formula (\ref{shift}) compares with the computed 1s shift as follows, in meV:
\begin{center}
\begin{tabular}{rrr}
$\lambda$ & computed & second order\\
0.01 & $-1.552$ & $-1.553$\\
0.10 & $-159.3$ & $-155.3$\\
0.20 & $-699.4$ & $-621.2$
\end{tabular}
\end{center}
At $\lambda=0.2$ the second-order value is 11\% smaller in magnitude than the computed shift, so higher orders are visible there.

\subsection*{What this means for choosing projectors}

Checking $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$ is not enough to validate a projector set for the one-centre eigenvalue problem. One should also evaluate the residual $-\chi_j+\sum_ip_iB_{ij}$ from (\ref{residual}). If the projectors are built from some other shape functions $f_k$, this residual is generally nonzero, and the levels at the reference energies carry an error of second order in it. That error can be very small: in the hydrogen model the shapes $g$ and $r^2g$ leave a 1s residual of about $0.06$~eV and lower the level by only about $0.01$~meV, far from the $0.7$~eV of the deliberately large $q$ above. A vanishing residual, in turn, secures only the reference energies and says nothing about levels at other energies.

The freedom shrinks as partial waves are added, because $q$ must be orthogonal to more functions. If the $\tilde\phi_j$ became complete in the sphere, $q=0$ would be the sole possibility and the ambiguity would disappear. With the few partial waves of a practical calculation, it is present.

The derivation assumes a fixed potential. In a self-consistent calculation, a changed one-centre eigenfunction can also change the density and hence the potential, an effect not included here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sphere radius r_c = 0.80 angstrom
outer radius of radial grid = 40 angstrom
strength lam = 0.20 (dimensionless)
norm of p_1 and of q = 16.2950 (dimensionless)
overlaps <q|phis_1>, <q|phis_2> = -3.0e-11, -9.0e-12
grid nodes inside sphere = 22, free directions for q = 20
B_11 = -4.7419 eV
dH_11 = -5.7600 eV, dO_11 = 0.07483
GIVEN FUNCTIONS, one-centre energy in eV: old p, new p
mixture coefficients of 1s, 2s = 0.8, 0.6
mixture, from hydrogen levels = -9.93216 eV
mixture in span: -9.93216, -9.93216
Gaussian widths sigma = 0.5, 0.3 angstrom
first Gaussian: -10.37009, -10.45417
first Gaussian, full T: -10.36976, -10.36718
combination orthogonal to q: -10.44380, -10.44380
norm of part outside span (in sphere); norm of reconstruction change
mixture: 8.46e-15; 5.03e-13
first Gaussian: 4.63e-03; 6.17e-04
combination orthogonal to q: 9.43e-04; 7.21e-17
EIGENVALUES in eV: 1s, 2s, 3s
hydrogen levels: -13.605693, -3.401423, -1.511744
full T, old p: -13.605693, -3.401423, -1.511744
full T, new p: -13.605693, -3.401423, -1.511744
one-centre, old p: -13.605693, -3.401423, -1.511744
one-centre, new p: -14.305057, -3.501256, -1.542483
det T: old p 1.35880, new p 1.50677
smallest eigenvalue of overlap: old 0.9695, new 0.9689
change of smooth 1s from T^-1 = 3.4e-13 (norm)
change of smooth 3s from T^-1 = 1.1e-05 (norm)
energy of phis_1 with new p = -13.605693 eV
residual norm of phis_1 with new p = 15.4540 eV
1s SHIFT in meV: computed, second-order formula
lam = 0.01: -1.5524, -1.5531
lam = 0.10: -159.2680, -155.3067
lam = 0.20: -699.3640, -621.2269
small-lam ratio computed/formula = 1.00033
\end{verbatim}
